# From Temporal Ionization Frequency to Spatial Growth of Electron Swarms

Electrons drift through a uniform gas in a uniform electric field and ionize it. If the field is applied everywhere and the electrons are followed in time, their number grows at a rate $\nu_i$. If they are released continuously from a plane, a steady density profile forms that grows along the drift. The problem is to obtain the spatial growth coefficient from the temporal one when the swarm also spreads along the field.

The $z$ axis points along the electron drift, opposite to the electric field. Everything is uniform across $z$, and $n(z,t)$ is the electron density. The swarm is dilute: electrons do not disturb the field, the gas or one another. There is no attachment at first.

## (a) The density equation and its coefficients

**Question.** Far from boundaries, a kinetic mode of the swarm has the form $e^{\kappa z+st}$ times a fixed velocity distribution. Let $s(\kappa)$ be the growth rate of the leading mode. Find the density equation that follows when $s(\kappa)$ is kept to second order, and identify its coefficients. Is the drift velocity in it the mean electron velocity?

**Solution.** Expand about the spatially uniform swarm and name the coefficients:

$$s(\kappa)=\nu_i-W\kappa+D_L\kappa^2-Q\kappa^3+\dots$$

After the faster kinetic modes have died out, the density is a superposition of leading modes. On each of them $\partial_t$ gives $s(\kappa)$ and $\partial_z$ gives $\kappa$. Replacing $\kappa$ by $\partial_z$ and stopping at second order gives

$$\frac{\partial n}{\partial t}=\nu_i n-W\frac{\partial n}{\partial z}+D_L\frac{\partial^2 n}{\partial z^2}. \tag{1}$$

To see what the coefficients mean, take a localized pulse with electron number $N_e=\int n\,dz$. Integrating (1), with $n$ vanishing at both ends, gives $\dot N_e=\nu_iN_e$. Multiplying by $z$ first and integrating by parts gives

$$\frac{d}{dt}\int zn\,dz=\nu_i\int zn\,dz+WN_e .$$

Dividing by $N_e$, whose own growth cancels the $\nu_i$ term, leaves $d\langle z\rangle/dt=W$. In the same way $d\langle z^2\rangle/dt=2W\langle z\rangle+2D_L$, so the variance grows as

$$\frac{d}{dt}\left(\langle z^2\rangle-\langle z\rangle^2\right)=2D_L .$$

Thus $W$ is the velocity of the centre of the swarm and $D_L$ is half the growth rate of its variance. These are the bulk coefficients.

The mean electron velocity is a different quantity. Integrating the kinetic equation over velocity gives particle balance, which for one mode reads

$$s(\kappa)=\langle\nu\rangle_\kappa-\kappa\langle v_z\rangle_\kappa ,$$

where the averages use the velocity distribution of that mode. Differentiate at $\kappa=0$ and use $s'(0)=-W$:

$$W=\langle v_z\rangle_0-\left.\frac{d\langle\nu\rangle_\kappa}{d\kappa}\right|_{\kappa=0}. \tag{2}$$

The first term is the flux drift velocity. The second arises because ionization is not equally frequent throughout a pulse. At the front the density falls with $z$, so the local $\kappa$ is negative. If the derivative in (2) is negative, electrons there ionize more often than average, and the new electrons shift the centre forward. Then $W$ exceeds the flux velocity.

## (b) Steady exponentials

**Question.** Which exponential profiles satisfy (1) without changing in time?

**Solution.** Put $n\propto e^{\alpha z}$ and $\partial_tn=0$ into (1). Each derivative brings down a factor $\alpha$:

$$D_L\alpha^2-W\alpha+\nu_i=0. \tag{3}$$

With $R=\sqrt{W^2-4D_L\nu_i}$, the roots are

$$\alpha_-=\frac{W-R}{2D_L},\qquad \alpha_+=\frac{W+R}{2D_L}. \tag{4}$$

For $\nu_i>0$ and real $R$ both are positive, so the sign of the exponent cannot decide between them. The decision requires a source.

## (c) Which root describes the growth?

**Question.** A plane at $z=0$ emits $S$ electrons per unit area and time into an unbounded gas. Find the steady density on both sides of the plane.

**Solution.** A steady source is a succession of short pulses. A pulse released a time $t$ ago has drifted by $Wt$, spread with variance $2D_Lt$ and multiplied by $e^{\nu_it}$. Adding all pulses gives

$$n(z)=S\int_0^\infty\frac{dt}{\sqrt{4\pi D_Lt}}\exp\left[\nu_it-\frac{(z-Wt)^2}{4D_Lt}\right].$$

Expanding the square separates the exponent:

$$\nu_it-\frac{(z-Wt)^2}{4D_Lt}=\frac{Wz}{2D_L}-\frac{a}{t}-bt,\qquad a=\frac{z^2}{4D_L},\quad b=\frac{W^2}{4D_L}-\nu_i=\frac{R^2}{4D_L}.$$

For $b>0$ the remaining integral is elementary. With $t=u^2$,

$$\int_0^\infty\frac{dt}{\sqrt t}\,e^{-a/t-bt}=2\int_0^\infty du\,e^{-a/u^2-bu^2},$$

and the exponent can be completed to a square:

$$bu^2+\frac{a}{u^2}=y^2+2\sqrt{ab},\qquad y=\sqrt b\,u-\frac{\sqrt a}{u}.$$

As $u$ runs from $0$ to $\infty$, $y$ rises from $-\infty$ to $\infty$. Solving for $u$ and differentiating,

$$u=\frac{y+\sqrt{y^2+4\sqrt{ab}}}{2\sqrt b},\qquad du=\frac{dy}{2\sqrt b}\left[1+\frac{y}{\sqrt{y^2+4\sqrt{ab}}}\right].$$

The second term in the bracket is odd in $y$ and integrates to zero against $e^{-y^2}$. The first gives $\sqrt\pi/(2\sqrt b)$. Therefore

$$\int_0^\infty\frac{dt}{\sqrt t}\,e^{-a/t-bt}=\sqrt{\frac{\pi}{b}}\,e^{-2\sqrt{ab}} .$$

Here $2\sqrt{ab}=|z|R/(2D_L)$, and the prefactors combine to

$$\frac{S}{\sqrt{4\pi D_L}}\sqrt{\frac{4\pi D_L}{R^2}}=\frac SR .$$

The density is

$$n(z)=\frac SR\exp\left[\frac{Wz-R|z|}{2D_L}\right]. \tag{5}$$

Downstream, $z>0$, the exponent is $\alpha_-z$. Upstream, $z<0$, it is $\alpha_+z$, the tail that equation (1) assigns to diffusion against the drift. Real electrons can climb against the field only until their initial energy is spent, so this exponential is not their true upstream profile. The prefactor $S/R$ also assumes that the electrons start with the velocity distribution of the swarm. A different start changes the prefactor far downstream, but not the exponent there. Near the source it also excites other steady kinetic modes, which equation (1) does not contain. They can make the density oscillate with a period close to an inelastic threshold divided by the field, and the pure exponential appears only after they have faded. The growth coefficient is therefore

$$\boxed{\alpha=\frac{W-\sqrt{W^2-4D_L\nu_i}}{2D_L}},\qquad W^2>4D_L\nu_i. \tag{6}$$

With attachment at frequency $\nu_a$, the same derivation holds with $\nu_i$ replaced by the net frequency $\nu_i-\nu_a$, provided $W$ and $D_L$ are the bulk coefficients of that swarm.

## (d) When does equation (1) have no steady state?

**Question.** What does equation (1) predict when $W^2\le4D_L\nu_i$, and how do absorbing electrodes at $z=0$ and $z=d$ alter the limit?

**Solution.** At late times the integrand in (c) behaves as $t^{-1/2}e^{-bt}$. At $b=0$ the integral diverges as the square root of the elapsed time. For $b<0$ even a single pulse of equation (1) grows without limit at every fixed position: multiplication outruns the removal by drift. The equation then reaches no steady profile in an unbounded gas.

Between absorbing electrodes, write $n=e^{Wz/2D_L}\phi(z)e^{\sigma t}$. The derivatives of the product give

$$D_Ln''-Wn'=e^{Wz/2D_L+\sigma t}\left[D_L\phi''+W\phi'+\frac{W^2}{4D_L}\phi-W\phi'-\frac{W^2}{2D_L}\phi\right].$$

The terms in $\phi'$ cancel, so (1) becomes

$$\sigma\phi=\left(\nu_i-\frac{W^2}{4D_L}\right)\phi+D_L\phi'' .$$

The function of slowest decay that vanishes at both electrodes is $\phi=\sin(\pi z/d)$, and

$$\sigma=\nu_i-\frac{W^2}{4D_L}-\frac{\pi^2D_L}{d^2}.$$

Growth in time now needs $\nu_i>W^2/4D_L+\pi^2D_L/d^2$. Losses at the electrodes raise the limit.

Both limits belong to equation (1), whose diffusion term lets some electrons move upstream over any distance. Real electrons are bound by their energy. In a cold gas, an electron released at $z=0$ with energy $\varepsilon_0$ has at most the energy $\varepsilon_0+Ez$ at position $z$, with energies in eV and $E$ in V/cm. Each ionization removes at least the threshold energy. Only a finite number of successive ionizations can therefore occur before a given position or before the anode, and the avalanche from one electron stays finite. Lasting growth at constant voltage needs feedback, such as secondary emission from the cathode.

An absorbing anode also changes the steady profile. The combination of the two exponentials that vanishes at $z=d$ is

$$n\propto e^{\alpha z}\left[1-e^{-(\alpha_+-\alpha)(d-z)}\right],\qquad \alpha_+-\alpha=\frac{R}{D_L}.$$

In equation (1) the anode is felt over a distance of order $D_L/R$. Further away the logarithmic slope is $\alpha$.

## (e) What does diffusion do to the growth?

**Question.** Examine weak diffusion and the approach to the limit in (6).

**Solution.** Multiply the numerator and denominator of (6) by $W+R$. Since $W^2-R^2=4D_L\nu_i$,

$$\alpha=\frac{2\nu_i}{W+R}. \tag{7}$$

This form has no subtraction of nearly equal numbers. For $D_L\to0$, $R\to W$ and $\alpha\to\nu_i/W$: the ionizations per unit time divided by the distance covered per unit time.

For the correction, set $\alpha=(\nu_i/W)C$ and $x=D_L\nu_i/W^2$. Dividing (3) by $\nu_i$ gives $C=1+xC^2$. Starting from $C=1$ and inserting the result repeatedly,

$$C=1+x(1+x+\dots)^2=1+x+2x^2+\dots \tag{8}$$

Equation (3) also reads $\alpha-\nu_i/W=D_L\alpha^2/W$, which is positive. Diffusion thus raises $\alpha$ at fixed $\nu_i$ and $W$. The density increases downstream, so diffusion carries electrons back towards the source. They advance more slowly and multiply more per unit length. As $R\to0$, (7) gives $\alpha\to2\nu_i/W$, twice the diffusionless value.

## (f) How large is the truncation error?

**Question.** Estimate the shift in $\alpha$ caused by the first neglected term of $s(\kappa)$.

**Solution.** The steady condition with the cubic term is $\nu_i-W\kappa+D_L\kappa^2-Q\kappa^3=0$. Put $\kappa=\alpha+\delta$, where $\alpha$ satisfies (3), and keep the first order in the small quantities $\delta$ and $Q$:

$$(-W+2D_L\alpha)\,\delta-Q\alpha^3=0.$$

By (6), $2D_L\alpha-W=-R$, hence

$$\delta=-\frac{Q\alpha^3}{R}. \tag{9}$$

The estimate grows as $R\to0$, so (6) is least reliable near its own limit.

## (g) A gap at 1 Torr

**Question.** Apply the result to a model molecular gas at 1 Torr, 300 K and 300 Td in a gap of 2 cm. Compare it with the steady growth of the same gas obtained directly from a kinetic equation.

**Solution.** The gas density is $3.22\times10^{16}\ \mathrm{cm^{-3}}$ and the field $E=96.6$ V/cm. The elastic cross section is $10^{-15}\ \mathrm{cm^2}$. Excitation and ionization have cross sections $\sigma_0(1-\varepsilon_0/\varepsilon)$ above their thresholds $\varepsilon_0$, with $\sigma_0=2.0\times10^{-16}$ and $2.5\times10^{-16}\ \mathrm{cm^2}$, and $\varepsilon_0=9$ and 15.25 eV. These are round values of rough molecular size.

The kinetic model keeps the isotropic part of the velocity distribution and its first anisotropy. Let $F(\varepsilon)$ be the density per unit energy, $J(\varepsilon)$ the corresponding flux along $z$, and $v$ the speed at energy $\varepsilon$. With $\varepsilon$ in eV and $E$ in V/cm,

$$\partial_tF+\partial_zJ+E\,\partial_\varepsilon J=\mathcal C[F],\qquad \partial_tJ+\frac{v^3}{3}\left(\partial_z+E\,\partial_\varepsilon\right)\frac{F}{v}=-\nu_mJ .$$

Here $\mathcal C$ contains excitation and ionization, the two electrons after ionization sharing the remaining energy nearly equally. Scattering is isotropic, and $\nu_m$ is the total collision frequency. The temporal eigenvalue $s(\kappa)$ near $\kappa=0$ supplies

$$\nu_i=3.826\times10^7\ \mathrm{s^{-1}},\quad W=2.869\times10^7\ \mathrm{cm/s},\quad D_L=1.168\times10^6\ \mathrm{cm^2/s}.$$

Then $4D_L\nu_i/W^2=0.2172$, which satisfies the condition in (6), and $R=W\sqrt{1-0.2172}=2.538\times10^7$ cm/s. From (7),

$$\alpha=\frac{2(3.826\times10^7)}{(2.869+2.538)\times10^7}\ \mathrm{cm^{-1}}=1.415\ \mathrm{cm^{-1}},$$

or $\alpha/N=4.40\times10^{-17}\ \mathrm{cm^2}$, with $N$ the gas density. The series (8), with $x=0.217/4=0.0543$, gives $1.334\times1.060=1.414\ \mathrm{cm^{-1}}$.

Setting $\partial_t=0$ in the kinetic equations and solving for the spatial exponent gives $1.4134\ \mathrm{cm^{-1}}$. Relative to this value, $\nu_i/W=1.334\ \mathrm{cm^{-1}}$ is 5.6 % low and (6) is 0.13 % high. With $Q=1.62\times10^4\ \mathrm{cm^3/s}$, (9) predicts a shift of $-0.0018\ \mathrm{cm^{-1}}$, which accounts for nearly all of the remaining difference.

The flux drift velocity is $2.475\times10^7$ cm/s. Using it in (6), with $\nu_i$ and $D_L$ held fixed, gives $1.679\ \mathrm{cm^{-1}}$, 19 % above the kinetic value. In this example the choice of drift velocity matters more than the diffusion correction.

With the ionization cross section reduced to one fifth, the kinetic $\alpha$ falls to $0.537\ \mathrm{cm^{-1}}$. The error of (6) falls to 0.03 % and that of $\nu_i/W$ to 2.3 % in magnitude. The other coefficients also change between the two cases, so these figures do not isolate a power of $\alpha$.

Over 2 cm, $e^{\alpha d}=17.0$, while $e^{\nu_id/W}=14.4$, which is 15 % lower. The exponential turns a modest error in $\alpha$ into a larger one in the multiplication.

The limit of part (d) is $1.76\times10^8\ \mathrm{s^{-1}}$ without electrodes and $1.79\times10^8\ \mathrm{s^{-1}}$ with them, both well above $\nu_i$. These are limits of equation (1), not of the gas, as part (d) explains. At the limiting exponent $W/2D_L=12.3\ \mathrm{cm^{-1}}$, the cubic term is already $Q\kappa/D_L=17\,\%$ of the quadratic one, if the coefficients are held fixed.

**Electrodes.** The anode layer of equation (1) has the length $D_L/R=0.046$ cm. It is formed by the exponent $\alpha_+=23.2\ \mathrm{cm^{-1}}$, at which the cubic term is $Q\alpha_+/D_L=32\,\%$ of the quadratic one. Keeping the cubic term removes this root altogether. Here $D_L^2=1.36\times10^{12}\ \mathrm{cm^4/s^2}$ is smaller than $3QW=1.39\times10^{12}\ \mathrm{cm^4/s^2}$, so the slope $-W+2D_L\kappa-3Q\kappa^2$ is negative for every $\kappa$, and the cubic has only the one real root near $\alpha$. The length 0.046 cm is therefore a property of equation (1), not a prediction for the gas. At the cathode, an electron starting with negligible energy must travel at least $15.25/96.6=0.158$ cm to gain the ionization energy. If growth at the full $\alpha$ began only there, the multiplication would be lower by the factor $e^{-1.415\times0.158}=0.80$. In this short gap that start-up effect can exceed the diffusion correction.

**Comparison with a real reactor.** A pressure near 1 Torr and a gap of a few centimetres are typical of some plasma deposition reactors, and 300 Td is a plausible reduced field before breakdown. The calculation assumes a constant voltage, however. Many such reactors are driven at 13.56 MHz, where the field reverses every 37 ns, while drifting across this gap at $W$ takes 70 ns. Neither the steady growth nor the breakdown condition below applies to them directly. The model's $\alpha/N$ is a few times larger than that of nitrogen at this field, as a rough comparison; the model has no vibrational losses and represents no particular gas. Its ratio of anisotropic to isotropic parts, averaged with the speed as weight, is 0.47. That is not small, so the two-term coefficients may carry an appreciable error, which was not computed. It does not affect the comparison above, where both sides use the same model. Elastic recoil, for a molecular mass of 30 u, would take 0.08 % of the field heating, and a threefold finer energy grid changes the kinetic $\alpha$ by 0.11 %.

An operating glow breaks the assumption of a uniform field. A uniform net charge density of only $2.7\times10^5$ elementary charges per $\mathrm{cm^3}$ makes the field differ by 1 % of its applied value between the electrodes. The calculation therefore applies to the weak current before breakdown. If each ion reaching the cathode releases $\gamma$ electrons, one initial electron leads to $\gamma(e^{\alpha d}-1)$ successors. The current sustains itself when this number reaches one, here at $\gamma=1/(17.0-1)=0.063$, with two losses ignored: the start-up distance, and the return of emitted electrons to the cathode after scattering. Each of them raises the required yield, and the second can be large for electrons emitted with several eV. Ion-induced yields of metals are roughly 0.01 to 0.1, so this estimate alone does not settle whether the gap breaks down. The values used here are listed in the numerical output.

## Table of computed values

```
pressure 1.0 Torr, temperature 300 K
reduced field 300 Td, gap 2.0 cm
gas density 3.2188e+16 cm^-3
field 96.56 V/cm
elastic cross section 1.0e-15 cm^2
excitation: scale 2.0e-16 cm^2, threshold 9.00 eV
ionization: scale 2.5e-16 cm^2, threshold 15.25 eV
energy cell 0.50 eV, top energy 80 eV
mean electron energy 8.138 eV
nu_i 3.82576e+07 1/s
W bulk 2.86851e+07 cm/s
flux drift velocity 2.47517e+07 cm/s
D_L bulk 1.16763e+06 cm^2/s
third-order coefficient Q 1.6176e+04 cm^3/s
4 D_L nu_i / W^2 = 0.21716
R = sqrt(W^2 - 4 D_L nu_i) = 2.53801e+07 cm/s
nu_i/W 1.33371 1/cm
alpha formula 1.41524 1/cm
alpha/N formula 4.3968e-17 cm^2
upstream root 23.1516 1/cm
alpha kinetic, steady 1.41338 1/cm
error of nu_i/W -5.636 %
error of formula 0.132 %
alpha with flux velocity 1.67857 1/cm
error with flux velocity 18.763 %
alpha with quartic s(kappa) 1.41337 1/cm
cubic shift -Q alpha^3/R -0.001807 1/cm
weak case: ionization cross section x 0.2
weak case alpha kinetic 0.537348 1/cm
weak case error of nu_i/W -2.3425 %
weak case error of formula 0.0317 %
slope in bounded gap at z = d/4: 1.41524 1/cm
anode layer D_L/R 0.0460 cm
steady-state limit on nu_i, open 1.7618e+08 1/s
steady-state limit on nu_i, gap 1.7906e+08 1/s
exp(alpha d), formula 16.954
exp(nu_i d/W) 14.403
kinetic relaxation length 0.0397 cm
anisotropy 3 w_flux/mean speed 0.465
molecular mass for recoil 30 u
elastic recoil / field heating 0.0781 %
alpha change on 3x finer grid 0.109 %
net charge for 1 % field change 2.668e+05 e/cm^3
secondary yield for breakdown 0.0627
```
